# Inverse narrow-width effect: how a wrapped gate edge lowers threshold

Suppose a transistor's threshold is measured on a wide device and then used for one 100 nm wide on the same wafer. If the gate dips into the trench at the edges of the active area, the subthreshold current of the narrow device is badly underestimated. In the example below, at the gate voltage that brings the narrow device to threshold, it carries about 45 times the current per unit width of the wide one. The missing ingredient is the edge field. These notes separate what the edge does to the potential from what it does to the current, and then weigh the effects left out.

## The model

The channel is long and n-type, so one cross-section suffices. Silicon occupies \(|x|<W/2\), \(0<y<d\), with \(y\) measured downward. It holds a uniform acceptor density \(N\), fully depleted. A heavily doped layer at \(y=d\) fixes \(\psi=0\). Gate oxide of thickness \(t\) covers the top and each sidewall down to depth \(h\), the wrap. Below the wrap no electric field is allowed to pass between silicon and trench; "insulating" is used in that sense here.

The algebra uses atomic units with \(e=1\) and relative permittivities \(\kappa_s,\kappa_{ox}\). Let \(V=V_G-V_{FB}\) be the gate voltage above flat band. Mobile charge is dropped from Poisson's equation, as suits weak inversion. Acceptors are negative, so

\[
\nabla^2\psi=a,\qquad a=\frac{4\pi N}{\kappa_s}.
\]

Continuity of electric displacement across a thin oxide gives, for the outward normal \(\nu\),

\[
\frac{\partial\psi}{\partial \nu}=r(V-\psi),\qquad r=\frac{\kappa_{ox}}{\kappa_s t}.
\]

## First contribution: the flat channel

Far from the edges \(\psi_0''=a\) and \(\psi_0(d)=0\), so with a field \(E_d\) at the ground plane

\[
\psi_0=E_d(d-y)+\tfrac12a(d-y)^2 .
\]

At the surface \(\psi_s=E_dd+ad^2/2\), and the field is \(E_s=E_d+ad=\psi_s/d+ad/2\). The top condition is \(E_s=r(V-\psi_s)\). Multiplying by \(d\) and collecting \(\psi_s\),

\[
\psi_s=\frac{rdV-ad^2/2}{1+rd},\qquad
c\equiv\frac{d\psi_s}{dV}=\frac{rd}{1+rd}.
\]

The coupling \(c\) is below one because the ground plane competes with the gate.

**Numbers.** Take \(t=3\) nm, \(d=40\) nm, \(N=5\times10^{17}\) cm\(^{-3}\), \(\kappa_s=11.7\) and \(\kappa_{ox}=3.9\). Then \(r=0.1111\) nm\(^{-1}\), \(rd=4.444\), \(c=0.816\) and \(a=7.733\times10^{-4}\) V/nm\(^2\).

Threshold is set where the flat surface electron density is \(N/10\). With a ground-plane doping \(N_g=5\times10^{18}\) cm\(^{-3}\), an intrinsic density \(n_i=10^{10}\) cm\(^{-3}\) and thermal voltage \(\phi_t=25.85\) mV (300 K), the electron density is \((n_i^2/N_g)e^{\psi/\phi_t}\). The criterion is therefore

\[
\psi_s=\phi_t\ln\frac{N_gN/10}{n_i^2}=0.917\ \text{V}.
\]

Since \(ad^2/2=0.619\) V, inverting the formula for \(\psi_s\) gives the wide-device threshold

\[
V_\infty=\frac{0.9166\times5.444+0.619}{4.444}=1.262\ \text{V}.
\]

## Second contribution: the edge field

Write \(\psi=\psi_0+u\). The acceptor charge is already carried by \(\psi_0\), so \(\nabla^2u=0\). Subtracting the flat conditions leaves

\[
\frac{\partial u}{\partial y}=ru\ (y=0),\qquad u=0\ (y=d),
\]

and at \(x=W/2\)

\[
\frac{\partial u}{\partial x}=
\begin{cases}r(V-\psi_0-u),&y<h\\0,&y>h.\end{cases}
\]

The wrapped sidewall is the only source of \(u\).

### Its sign

Let \(V>\psi_0\) on the wrap. A harmonic function has its minimum on the boundary. Suppose \(u\) had a negative minimum.

- On the top, \(\partial u/\partial y=ru<0\), so \(u\) would fall on moving inward.
- On the wrap, \(\partial u/\partial x>0\), so \(u\) would again fall on moving inward.
- Insulating and symmetry lines become interior after reflection.

Each case is a contradiction, so \(u\ge0\). The same argument applied to \(V-\psi\), whose Laplacian is \(-a<0\), gives \(\psi\le V\).

Next take \(w=\partial u/\partial x\) on the half \(x\ge0\). It is harmonic, obeys the same top condition, and vanishes at \(x=0\) and \(y=d\). At the edge it equals \(r(V-\psi)\ge0\) on the wrap and zero below. Hence \(w\ge0\): the potential rises towards the edge.

Now compare widths \(W_1<W_2\) at equal distance \(s=W/2-x\) from the edge, and let \(v=u_{W_1}-u_{W_2}\). The sidewall source cancels, leaving \(\partial v/\partial x=-rv\) on the wrap. At the centre of the narrower device \(\partial v/\partial x\le0\), because \(u_{W_1}\) is flat there while \(u_{W_2}\) still rises outward. A negative minimum is again impossible, so \(v\ge0\). At fixed \(V\), the narrower device has at least as high a potential at every \(s\), and it lacks the low-potential middle of the wider one. Its mean electron density is therefore at least as large, and its threshold no higher.

The condition \(V>\psi_0\) matters. If the sidewall drive is reduced by 1 V, as a flat-band offset there would do, the source becomes negative over the whole wrap. The threshold of a 100 nm device with \(h=10\) nm then rises by about 25 mV.

### Its range and strength

Separate variables with \(Y_n=\sin[k_n(d-y)]\), which vanishes at \(y=d\). The top condition gives \(-k_n\cos k_nd=r\sin k_nd\), or

\[
\tan(k_nd)=-k_n/r .
\]

These modes are orthogonal. From \(Y_n''=-k_n^2Y_n\),

\[
(k_m^2-k_n^2)\int_0^dY_nY_m\,dy=\big[Y_mY_n'-Y_nY_m'\big]_0^d=0,
\]

because both functions vanish at \(d\) and satisfy \(Y'=rY\) at zero. The symmetric expansion is

\[
u=\sum_n b_n\frac{\cosh k_nx}{\cosh(k_nW/2)}\,Y_n(y).
\]

Insert it in the sidewall condition, multiply by \(Y_n\) and integrate over the full depth. The right side is nonzero only on the wrap:

\[
k_n\tanh\!\Big(\frac{k_nW}{2}\Big)N_nb_n+r\sum_mO_{nm}b_m=rG_n,
\]

\[
N_n=\int_0^d\!Y_n^2dy,\quad O_{nm}=\int_0^h\!Y_nY_mdy,\quad G_n=\int_0^h\!(V-\psi_0)Y_ndy .
\]

The slowest decay length is \(\lambda=1/k_1\). For \(rd\gg1\), \(k_1d\) lies just below \(\pi\), so the tangent is nearly \(k_1d-\pi\). Then \(\pi-k_1d\simeq k_1/r\), and

\[
\lambda\simeq\frac{d+1/r}{\pi}.
\]

This gives 15.6 nm, against 15.3 nm from the numerical root.

A fully wrapped sidewall, \(h=d\), is a useful second case. There \(O_{nm}=N_n\delta_{nm}\), the modes decouple, and

\[
b_n=\frac{rG_n}{N_n[k_n\tanh(k_nW/2)+r]}.
\]

As \(W\to0\) each \(b_n\) tends to \(G_n/N_n\), the expansion coefficient of \(V-\psi_0\). The silicon away from the ground plane then follows the gate completely.

For a 10 nm wrap and \(W=100\) nm, solving the linear system with 150 modes at \(V_\infty\) gives a corner potential 182 mV above the flat surface. The corner coupling \(\partial\psi/\partial V\) is 0.914, against 0.816 on the flat. This is the stronger local control. Differentiating the edge problem with respect to \(V\) shows why: \(\partial u/\partial V\) has the source \(r(1-\partial\psi_0/\partial V)>0\), so the sign argument makes it non-negative.

## Third contribution: conduction in parallel

A raised corner is not yet a lowered threshold, since the corner occupies little of the width. In weak inversion, with uniform mobility and the same drain bias, the current per width is proportional to

\[
F(V,W)=\frac1W\iint e^{\psi/\phi_t}\,dx\,dy .
\]

Let \(F_\infty=\int_0^d e^{\psi_0/\phi_t}dy\). For one isolated edge define the excess electrical width

\[
\Delta(V)=\int_0^\infty\!ds\left[\frac{\int_0^d e^{\psi/\phi_t}dy}{F_\infty}-1\right].
\]

If the edges do not overlap, \(F=F_\infty(1+2\Delta/W)\). Constant-current threshold means \(F(V_T,W)=F_\infty(V_\infty)\), so

\[
\ln F_\infty(V_\infty)-\ln F_\infty(V_T)=\ln\!\big[1+2\Delta(V_T)/W\big].
\]

The flat electron layer decays over \(\phi_t/E_s\), so \(F_\infty\simeq(\phi_t/E_s)e^{\psi_s/\phi_t}\). Neglecting the slow change of \(E_s\), the left side is \(c(V_\infty-V_T)/\phi_t\), and

\[
\boxed{V_\infty-V_T\simeq\frac{\phi_t}{c}\ln\!\left[1+\frac{2\Delta(V_T)}{W}\right]}
\]

### Corner rise against small area

Both faces of the corner obey the same oxide condition, so the inward field on each is \(E_c=r(V-\psi_c)\), where \(\psi_c=\psi_s+u_c\). To leading order \(\psi\simeq\psi_c-E_c(s+y)\). The integral over the corner is then \(e^{\psi_c/\phi_t}(\phi_t/E_c)^2\). Dividing by \(F_\infty\),

\[
\Delta\simeq e^{u_c/\phi_t}\,\frac{\phi_tE_s}{E_c^2}.
\]

At \(V_\infty\), \(E_s=0.0384\) V/nm and \(E_c=0.1111\times(1.262-1.099)=0.0181\) V/nm. The area factor is about 3.0 nm and the exponential about 1150, so \(\Delta\approx3500\) nm. Numerical integration of the mode solution gives 3290 nm. This value belongs to the model without mobile charge. At \(V_\infty\) its corner electron density is about 1150 times \(N/10\), or 115 times the doping, and screening would hold a real corner well below that. At the narrow threshold found below, the integration gives \(\Delta=2210\) nm. Hence the factor \(1+2(2210)/100\approx45\) quoted at the start. Including mobile charge at that voltage lowers the factor to about 38, while the threshold loss changes by only about 3 mV, as shown later.

When \(2\Delta\gg W\), the law splits into two competing parts:

\[
V_\infty-V_T\simeq\frac{u_c}{c}-\frac{\phi_t}{c}\ln\frac{WE_c^2}{2\phi_tE_s}.
\]

At the narrow threshold, 1.139 V, the gate is 123 mV lower. The corner rise has shrunk by \((0.914-0.816)\times123\approx12\) mV, to 170 mV. The first term is \(170/0.816\approx208\) mV. The same field formulas now give \(E_c=0.0170\) and \(E_s=0.0359\) V/nm, hence an area factor of 3.2 nm and a second term of \(31.7\ln(100/6.4)\approx87\) mV. The difference is about 121 mV: the small corner area cancels some two fifths of the gain.

### Dependence on width

Direct thresholds come from integrating the mode solution over the section and finding the gate voltage that restores the criterion. The law uses the numerically integrated \(\Delta(V_T)\), solved self-consistently. All rows have \(h=10\) nm.

| \(W\) (nm) | direct loss (mV) | edge law (mV) |
|---:|---:|---:|
| 30 | 177 | 155 |
| 50 | 147 | 141 |
| 100 | 123 | 121 |
| 200 | 103 | 102 |
| 500 | 78 | 77 |
| 1000 | 60 | 59 |

At 100 nm the gap of 2 mV comes mostly from the neglected change in \(E_s\). That field falls by \(r(1-c)\times0.123=0.0025\) V/nm, or 6.5%, which thickens the electron layer and is worth about 2 mV. At 30 nm, only two decay lengths, each edge raises the other and the law is about 20 mV too low.

Two lengths govern the effect. The range \(\lambda\approx15\) nm says when the edge potentials merge. The much larger \(2\Delta\approx6.6\) µm says when the edges stop dominating the current. Only for \(W\gg2\Delta\) does the loss take the form \(2\phi_t\Delta/(cW)\). This is why a device 1 µm wide still loses 60 mV in this model. Both that loss and the 6.6 µm length are overestimates, because mobile charge is left out. At the 1 µm threshold the model's corner electron density is about 14 times the doping, and screening matters: with electrons and holes in Poisson's equation the 1 µm loss falls to about 49 mV, and \(2\Delta\) at the wide threshold falls to about 2.2 µm. At 100 nm the correction is small, as shown below.

Wrap depth matters too. With \(W=100\) nm fixed, wraps of 5, 10 and 20 nm lose 68, 123 and 177 mV.

The subthreshold slope also shows the change of control. Differentiating \(F\) gives

\[
\frac{d\ln F}{dV}=\frac1{\phi_t}\left\langle\frac{\partial\psi}{\partial V}\right\rangle,
\]

with the average weighted by electron density. A narrow device gives more weight to its better-coupled corners. At their respective thresholds the swing is 74 mV/decade for the wide device and 67 mV/decade at 100 nm.

## Weighing what was omitted

Each entry below is a separate calculation at \(W=100\) nm. Except for the flat gate, the wrap is 10 nm. Each loss is relative to a wide device treated with the same physics, except that the sidewall-dopant case is compared with the undisturbed wide device. The changes should not simply be added.

| Case | loss (mV) |
|---|---:|
| Mesa model above | 123 |
| Oxides resolved, flat gate | 45 |
| Oxides resolved, sharp wrap | 161 |
| Same, edge radius 5 nm | 136 |
| Mobile carriers included | 120 |
| Quantum confinement | 117 |
| Sidewall doping cut | 135 |
| Temperature 358 K | 109 |

**Trench and corner oxide.** A finite-volume solution that includes both oxides raises the loss by 38 mV. Even a flat gate loses 45 mV, mainly because its field reaches the sidewall through the trench. The trench here is 80 nm wide, with a grounded floor 80 nm down. The flat-gate loss depends on that choice: it is 36 mV for a trench 30 nm wide and 49 mV for one 200 nm wide and 300 nm deep, while the wrapped loss moves by at most 3 mV. Wrapping is therefore not the sole cause of the effect; in this structure it adds 116 mV to the flat-gate value.

**Sharpness.** Rounding the edge to a 5 nm radius, with the oxide following the surface, removes about 25 mV from the resolved sharp case (26 mV on a mesh four times finer). Most of the loss survives, so the wrap itself matters more here than perfect sharpness.

**Carriers and confinement.** Adding electrons and holes to Poisson's equation lowers the loss by about 3 mV. Effective-mass states with hard oxide walls and silicon's anisotropic masses, 0.916 and 0.19 electron masses, raise the wide threshold by about 77 mV (76 mV on a 0.5 nm grid, 77.5 mV when converged). They lower the narrow-width loss by only 6 mV for a channel along \(\langle100\rangle\), the case in the table, and by 8 mV for one along \(\langle110\rangle\), since most of the shift is common to both devices.

**Doping and temperature.** Cutting the acceptors by 30% within 10 nm of the sidewall adds 12 mV. At 358 K, with the same electron-density criterion, the loss is 14 mV smaller than at 300 K. A region \(\lambda\) by \(\lambda\) in section and 100 nm long holds about 12 acceptors on average. Poisson scatter in that number is about 29%, so individual devices will spread around any continuum result.

**Oxide stress.** A supply of 1.5 V dropped entirely across 3 nm is 5 MV/cm, below a rough breakdown scale of 10 MV/cm. A semiclassical estimate with a 3.1 eV barrier and an oxide mass of 0.4 gives a tunnelling probability near \(10^{-13}\). Neither figure includes field enhancement at a strongly inverted corner.

## Beside a real device

The oxide, doping and supply are rough values for planar logic of the 0.13–0.18 µm generation. The abrupt ground plane idealises a graded well, and a perfectly sharp edge with a 10 nm wrap is a severe case. The current criterion is low: with a mobility of 300 cm\(^2\)/Vs it corresponds to about 4 nA times width over length. At higher current, screening by electrons at the corner matters more. Two departures of real devices from the model were estimated above: their edges are rounded, and field passes through the trench and around the corner oxide. Here rounding lowers the loss by 25 mV, while resolving both oxides raises it by 38 mV. Gate oxide that is thinner at the corner, another common departure, also raises the loss: in the mesa model, 2.5 nm instead of 3 nm on both faces within 5 nm of the corner adds about 19 mV. The 123 mV figure is thus an electrostatic estimate with uncertainty of tens of millivolts, not a prediction for a particular process. For these dimensions, doping and sidewall flat-band voltage, a shallower wrap and a rounder edge both reduce the loss.
